# Linear dependence of Fermi orbitals and the nodes of the Slater determinant: a program that tests the result

```python
"""Fermi orbitals and the nodes of a Slater determinant.

Result under test, for N orthonormal same-spin orbitals psi_k:
    det[rho(a_i,a_j)] = N! |Phi(a_1..a_N)|^2,
with rho(r,r') = sum_k psi_k(r) psi_k*(r') and Phi the normalized Slater
determinant. If all rho(a_i) > 0, the Fermi orbitals
    F_i(r) = rho(r,a_i)/sqrt(rho(a_i))
are linearly dependent exactly when Phi = 0 at the descriptors a_i.
S is the overlap matrix of the F_i. Internal units are atomic units.
Main case: neon atom, LDA; further cases: waves on a ring, a 2D oscillator.
"""
from itertools import permutations
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]
XC = "LDA_X,LDA_C_PW"

mol = gto.M(atom="Ne 0 0 0", basis="cc-pvtz", verbose=0)
mf = dft.RKS(mol)
mf.xc = XC
mf.grids.level = 4
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
N = mol.nelectron // 2
occupied = mf.mo_coeff[:, :N]
spin_dm = mf.make_rdm1() / 2
ao_overlap = mol.intor("int1e_ovlp")
grid_ao = mol.eval_gto("GTOval_sph", mf.grids.coords)


def ao_values(points):
    return mol.eval_gto("GTOval_sph", np.ascontiguousarray(points))


def density_matrix_at(points):
    ao = ao_values(points)
    return ao @ spin_dm @ ao.T


def slater_value(points):
    """Normalized determinant from the explicit sum over permutations."""
    psi = ao_values(points) @ occupied
    total = 0.0
    for p in permutations(range(N)):
        inversions = sum(p[i] > p[j] for i in range(N) for j in range(i + 1, N))
        total += (-1) ** inversions * np.prod([psi[i, p[i]] for i in range(N)])
    return total / np.sqrt(factorial(N))


def fermi_orbitals(points):
    """AO coefficients of F_i and their overlap from analytic AO integrals."""
    coeff = spin_dm @ ao_values(points).T
    coeff = coeff / np.sqrt(np.diag(density_matrix_at(points)))
    return coeff, coeff.T @ ao_overlap @ coeff


def loewdin_orbitals(points):
    coeff, overlap = fermi_orbitals(points)
    val, vec = np.linalg.eigh(overlap)
    return coeff @ (vec / np.sqrt(val)) @ vec.T


def sic_parts(orbitals):
    """Perdew-Zunger correction in eV, both spins: Coulomb part, xc part."""
    dms = np.array([np.outer(c, c) for c in orbitals.T])
    vj = mf.get_j(mol, dms, hermi=1)
    coulomb = 0.5 * np.einsum("nij,nji->", dms, vj)
    exc = 0.0
    for c in orbitals.T:
        n = (grid_ao @ c) ** 2
        eps = dft.libxc.eval_xc(XC, (n, np.zeros_like(n)), spin=1)[0]
        exc += np.dot(mf.grids.weights, n * eps)
    return np.array([-2 * coulomb, -2 * exc]) * HARTREE


# Identity and overlap determinant at generic descriptor positions
rng = np.random.default_rng(4)
for _ in range(5):
    pts = rng.normal(size=(N, 3)) * 0.7
    rho_mat = density_matrix_at(pts)
    right = factorial(N) * slater_value(pts) ** 2
    assert abs(np.linalg.det(rho_mat) - right) < 1e-7 * right + 1e-14
    det_s = np.linalg.det(fermi_orbitals(pts)[1])
    assert abs(det_s - right / np.prod(np.diag(rho_mat))) < 1e-9

# Neon: nucleus, three base descriptors, one moving on a meridian
radius = 0.40
base_polar = np.arccos(-1 / 3)


def direction(polar, azimuth):
    return np.array([np.sin(polar) * np.cos(azimuth),
                     np.sin(polar) * np.sin(azimuth), np.cos(polar)])


def descriptors(beta):
    base = [direction(base_polar, k * 2 * np.pi / 3) for k in range(3)]
    outer = base + [direction(beta, np.pi / 3)]
    return np.array([np.zeros(3)] + outer) * radius / BOHR


start = descriptors(0.0)
rho_start = density_matrix_at(start)
det_start = np.linalg.det(rho_start)
phi_start = slater_value(start)
s_start = np.linalg.det(fermi_orbitals(start)[1])
assert abs(det_start / (factorial(N) * phi_start ** 2) - 1) < 1e-8
print("Neon atom, LDA, cc-pVTZ; orbitals per spin N =", N)
print(f"radius of outer descriptors: {radius:.2f} angstrom")
print(f"spin density at nucleus: {rho_start[0, 0] / BOHR**3:.3f} angstrom^-3")
print(f"spin density at outer descriptors: {rho_start[1, 1] / BOHR**3:.5f}"
      " angstrom^-3")
print(f"tetrahedron, det rho(a_i,a_j): {det_start / BOHR**(3*N):.6e}"
      " angstrom^-15")
print(f"tetrahedron, |Phi|^2 by permutations: "
      f"{phi_start**2 / BOHR**(3*N):.6e} angstrom^-15")
print(f"ratio det rho / |Phi|^2: {det_start / phi_start**2:.6f}")
print(f"tetrahedron, det S: {s_start:.6f}")
print("beta(deg)  Phi/Phi(0)  detS/detS(0)  closed form  lambda_min(S)")
for deg in (0, 60, 90, 105, 115, 150, 180):
    pts = descriptors(np.radians(deg))
    overlap = fermi_orbitals(pts)[1]
    ratio = np.linalg.det(overlap) / s_start
    closed = ((1 + 3 * np.cos(np.radians(deg))) / 4) ** 2
    assert abs(ratio - closed) < 1e-6
    print(f"{deg:6d} {slater_value(pts) / phi_start:12.6f} {ratio:12.6f}"
          f" {closed:12.6f} {np.linalg.eigvalsh(overlap)[0]:14.6e}")

# At the node: dependence without coincidence, and the missing orbital
node = descriptors(base_polar)
coeff_node, s_node = fermi_orbitals(node)
val_node, vec_node = np.linalg.eigh(s_node)
distances = [np.linalg.norm(node[i] - node[j]) * BOHR
             for i in range(N) for j in range(i)]
assert abs(slater_value(node) / phi_start) < 1e-6
assert abs(val_node[0]) < 1e-10 and val_node[1] > 1e-3
assert min(distances) > 0.3
projections = coeff_node.T @ ao_overlap @ occupied
missing = np.linalg.svd(projections)[2][-1]
missing_at = ao_values(node) @ occupied @ missing
missing_apex = (ao_values(start[-1:]) @ occupied @ missing)[0]
assert np.max(np.abs(missing_at)) < 1e-5 and abs(missing_apex) > 1e-2
print(f"node at beta = {np.degrees(base_polar):.4f} deg")
print(f"smallest descriptor distance at node: {min(distances):.4f} angstrom")
print(f"two lowest eigenvalues of S at node: {abs(val_node[0]):.1e} (abs), "
      f"{val_node[1]:.6f}")
print(f"missing orbital, largest |value| at descriptors: "
      f"{np.max(np.abs(missing_at)) / BOHR**1.5:.1e} angstrom^-3/2")
print(f"missing orbital, |value| at former apex: "
      f"{abs(missing_apex) / BOHR**1.5:.4f} angstrom^-3/2")

# Approach to the node and jump of the Loewdin orbitals
near = [np.linalg.eigvalsh(fermi_orbitals(
    descriptors(base_polar + np.radians(d)))[1])[0] for d in (0.1, 0.2)]
assert abs(near[1] / near[0] - 4) < 0.05
print(f"lambda_min at 0.1 and 0.2 deg past node: {near[0]:.4e}, {near[1]:.4e}")
print(f"their ratio: {near[1] / near[0]:.4f}")
step = np.radians(0.01)
before = loewdin_orbitals(descriptors(base_polar - step))
after = loewdin_orbitals(descriptors(base_polar + step))
assert np.allclose(before @ before.T, spin_dm, atol=1e-6)
assert np.allclose(after @ after.T, spin_dm, atol=1e-6)
jump_matrix = occupied.T @ ao_overlap @ (after - before)
jump_singular = np.linalg.svd(jump_matrix, compute_uv=False)
assert abs(jump_singular[0] - 2) < 2e-3 and jump_singular[1] < 2e-3
self_overlap = np.diag(before.T @ ao_overlap @ after)
weights = np.array([0.0, 2.0, 2.0, -1.0, -3.0])
weights /= np.linalg.norm(weights)
assert abs(abs(weights @ vec_node[:, 0]) - 1) < 1e-6
assert np.allclose(self_overlap, 1 - 2 * weights ** 2, atol=2e-3)
print("orbital overlaps across node (core, 3 base, moving):",
      " ".join(f"{abs(x) if abs(x) < 5e-5 else x:.4f}" for x in self_overlap))
print(f"two largest singular values of the jump: {jump_singular[0]:.5f}, "
      f"{jump_singular[1]:.5f}")

# Orbital-dependent energy: jump at the node, continuity elsewhere
e_start = sic_parts(loewdin_orbitals(start))
e_before, e_after = sic_parts(before), sic_parts(after)
control = [sic_parts(loewdin_orbitals(descriptors(np.pi / 2 + s))).sum()
           for s in (-step, step)]
jump = e_after - e_before
assert abs(jump.sum()) > 1e-3
assert abs(jump.sum()) > 20 * abs(control[1] - control[0])
print("Perdew-Zunger correction: Coulomb part, xc part, sum (eV)")
for label, e in (("tetrahedron", e_start), ("0.01 deg before node", e_before),
                 ("0.01 deg past node", e_after), ("jump", jump)):
    print(f"  {label}: {e[0]:.4f} {e[1]:.4f} {e.sum():.4f}")
print(f"change over the same step at 90 deg: {control[1] - control[0]:.1e} eV")

# Complex orbitals: waves exp(i m t)/sqrt(2 pi), m = 0, 1, 3, on a ring
modes = np.array([0, 1, 3])
ring = np.arange(64) * 2 * np.pi / 64


def ring_waves(t):
    return np.exp(1j * np.multiply.outer(t, modes)) / np.sqrt(2 * np.pi)


def ring_det_s(t):
    """Gram determinant of the Fermi orbitals by quadrature on the ring."""
    f = ring_waves(ring) @ ring_waves(t).conj().T / np.sqrt(3 / (2 * np.pi))
    return np.linalg.det(f.conj().T @ f * (2 * np.pi / 64)).real


for _ in range(5):
    t = rng.uniform(0, 2 * np.pi, 3)
    z = np.exp(1j * t)
    vandermonde = (z[1] - z[0]) * (z[2] - z[0]) * (z[2] - z[1])
    assert abs(ring_det_s(t) - abs(vandermonde * z.sum()) ** 2 / 27) < 1e-11
equilateral = np.array([0, 2, 4]) * np.pi / 3
around = [ring_det_s(equilateral + 0.05 * np.array([0, np.cos(q), np.sin(q)]))
          for q in np.linspace(0, 2 * np.pi, 73)]
assert abs(ring_det_s(equilateral)) < 1e-12 and min(around) > 1e-3
coarse = np.arange(12) * 2 * np.pi / 12
triples = np.array(np.meshgrid(coarse, coarse, coarse)).reshape(3, -1).T
waves = ring_waves(triples)
rho_triples = waves @ waves.conj().transpose(0, 2, 1)
norm = np.linalg.det(rho_triples).real.sum() * (2 * np.pi / 12) ** 3
assert abs(norm - factorial(3)) < 1e-10
print(f"ring, integral of det rho for N = 3: {norm:.6f}")
print(f"ring, |det S| at equilateral point: {abs(ring_det_s(equilateral)):.1e}")
print(f"ring, smallest det S on circle of 0.05 rad: {min(around):.6f}")

# Vanishing density: 2D oscillator pair (x, y)*exp(-r^2/2)*sqrt(2/pi)
axis = np.linspace(-7, 7, 141)
gx, gy = (g.ravel() for g in np.meshgrid(axis, axis))


def pair(x, y):
    envelope = np.sqrt(2 / np.pi) * np.exp(-(x * x + y * y) / 2)
    return np.array([x * envelope, y * envelope])


tiny = 1e-3
at_desc = pair(np.array([tiny, 0.0]), np.array([0.0, tiny])).T
rho_pair = at_desc @ at_desc.T
f_pair = at_desc @ pair(gx, gy) / np.sqrt(np.diag(rho_pair))[:, None]
det_pair = np.linalg.det(f_pair @ f_pair.T * (axis[1] - axis[0]) ** 2)
assert abs(det_pair - 1) < 1e-9 and np.linalg.det(rho_pair) < 1e-10
print(f"oscillator pair near zero density (oscillator units): det rho = "
      f"{np.linalg.det(rho_pair):.2e}, det S = {det_pair:.6f}")
print("tests ok")
```

It prints:

```
Neon atom, LDA, cc-pVTZ; orbitals per spin N = 5
radius of outer descriptors: 0.40 angstrom
spin density at nucleus: 1995.598 angstrom^-3
spin density at outer descriptors: 3.55814 angstrom^-3
tetrahedron, det rho(a_i,a_j): 3.006250e+05 angstrom^-15
tetrahedron, |Phi|^2 by permutations: 2.505208e+03 angstrom^-15
ratio det rho / |Phi|^2: 120.000000
tetrahedron, det S: 0.939856
beta(deg)  Phi/Phi(0)  detS/detS(0)  closed form  lambda_min(S)
     0     1.000000     1.000000     1.000000   8.681429e-01
    60     0.625000     0.390625     0.390625   2.104560e-01
    90     0.250000     0.062500     0.062500   3.081020e-02
   105     0.055886     0.003123     0.003123   1.528227e-03
   115    -0.066964     0.004484     0.004484   2.208822e-03
   150    -0.399519     0.159615     0.159615   8.434980e-02
   180    -0.500000     0.250000     0.250000   1.379042e-01
node at beta = 109.4712 deg
smallest descriptor distance at node: 0.3771 angstrom
two lowest eigenvalues of S at node: 1.6e-16 (abs), 0.880607
missing orbital, largest |value| at descriptors: 7.4e-15 angstrom^-3/2
missing orbital, |value| at former apex: 1.8678 angstrom^-3/2
lambda_min at 0.1 and 0.2 deg past node: 7.4629e-07, 2.9835e-06
their ratio: 3.9978
orbital overlaps across node (core, 3 base, moving): 1.0000 0.5556 0.5556 0.8889 -0.0001
two largest singular values of the jump: 2.00000, 0.00005
Perdew-Zunger correction: Coulomb part, xc part, sum (eV)
  tetrahedron: -293.2242 264.8990 -28.3253
  0.01 deg before node: -289.1820 262.9751 -26.2069
  0.01 deg past node: -290.6560 263.7584 -26.8976
  jump: -1.4741 0.7834 -0.6907
change over the same step at 90 deg: 6.7e-04 eV
ring, integral of det rho for N = 3: 6.000000
ring, |det S| at equilateral point: 5.1e-16
ring, smallest det S on circle of 0.05 rad: 0.001249
oscillator pair near zero density (oscillator units): det rho = 4.05e-13, det S = 1.000000
tests ok
```
